# Barycentric placement of the silicon net of alpha-quartz

## Problem

Alpha-quartz of one hand has space group $P3_221$. Use hexagonal axes, with $|\mathbf a|=|\mathbf b|=a$, an angle of $120^\circ$ between $\mathbf a$ and $\mathbf b$, and $\mathbf c$ along the threefold screw axis through the origin. The three silicon atoms of a cell have the fractional coordinates

$$
A=(u,0,\tfrac23),\qquad B=(0,u,\tfrac13),\qquad C=(-u,-u,0),
$$

with $u$ near $0.47$. Each silicon shares one oxygen with each of its four nearest silicons. Replace every Si–O–Si bridge by a straight link between its two silicons. The links leaving the atoms of one cell are listed below, where $B+(1,0,0)$ means atom $B$ displaced by the lattice vector $\mathbf a$.

- From $A$: to $B+(1,0,0)$, $B+(0,-1,0)$, $C+(1,0,1)$, $C+(1,1,1)$.
- From $B$: to $A+(-1,0,0)$, $A+(0,1,0)$, $C+(0,1,0)$, $C+(1,1,0)$.
- From $C$: to $A+(-1,-1,-1)$, $A+(-1,0,-1)$, $B+(-1,-1,0)$, $B+(0,-1,0)$.

A placement of the net is called barycentric if every vertex lies at the mean of the positions of its linked neighbours.

1. Keeping the list of links and the lattice translations, but assuming no other symmetry of the positions, find all barycentric placements. Which value of $u$ do they have?
2. Which symmetry operations appear at this value, and how is the result related to beta-quartz?
3. Show what the barycentric placement minimizes in a fixed cell, and find the link length as a function of $u$.
4. Start from any placement that repeats from cell to cell, and repeatedly move all vertices at once to the means of their neighbours. Does this converge?
5. For the rough values $a=0.491$ nm, $c=0.540$ nm and $u=0.47$, find how far the atoms move and how much the links change. Compare this with the effect of going to the cell of beta-quartz, roughly $a=0.500$ nm and $c=0.546$ nm. Convert the link lengths to Si–O–Si angles with a rigid Si–O length $d=0.161$ nm.

## Solution

### 1. The barycentric equations

Let $\mathbf p_A,\mathbf p_B,\mathbf p_C$ be the unknown fractional positions, nine numbers in all. The atom $A$ has two links to copies of $B$ and two to copies of $C$. Its position is the mean of these four neighbours if

$$
4\mathbf p_A=2\mathbf p_B+2\mathbf p_C+\mathbf t_A ,
$$

where $\mathbf t_A$ is the sum of the lattice translations on the links from $A$. The other two atoms give equations of the same form:

$$
\begin{aligned}
4\mathbf p_A-2\mathbf p_B-2\mathbf p_C&=\mathbf t_A,\\
-2\mathbf p_A+4\mathbf p_B-2\mathbf p_C&=\mathbf t_B,\\
-2\mathbf p_A-2\mathbf p_B+4\mathbf p_C&=\mathbf t_C.
\end{aligned}
$$

The translation sums follow from the list:

$$
\begin{aligned}
\mathbf t_A&=(1,0,0)+(0,-1,0)+(1,0,1)+(1,1,1)=(3,0,2),\\
\mathbf t_B&=(-1,0,0)+(0,1,0)+(0,1,0)+(1,1,0)=(0,3,0),\\
\mathbf t_C&=(-1,-1,-1)+(-1,0,-1)+(-1,-1,0)+(0,-1,0)=(-3,-3,-2).
\end{aligned}
$$

Their sum is zero, because each link occurs twice in the list, once from each end, with opposite translations. The left-hand sides also add to zero. The three equations are therefore consistent, but one of them follows from the other two.

To solve them, introduce the sum $\mathbf g=\mathbf p_A+\mathbf p_B+\mathbf p_C$. In the first equation, $\mathbf p_B+\mathbf p_C=\mathbf g-\mathbf p_A$, so

$$
4\mathbf p_A-2(\mathbf g-\mathbf p_A)=\mathbf t_A
\quad\Longrightarrow\quad
6\mathbf p_A=2\mathbf g+\mathbf t_A .
$$

The same substitution works in the other two equations, and for $i=A,B,C$

$$
\mathbf p_i=\frac{\mathbf g}{3}+\frac{\mathbf t_i}{6}.
$$

Conversely, these positions add up to $\mathbf g$, since the $\mathbf t_i$ add to zero, and they satisfy all three equations for any choice of $\mathbf g$. Changing $\mathbf g$ moves the three atoms by the same vector. The barycentric placement is thus unique up to a common translation.

The value of $u$ can be read from a difference of positions, in which this translation cancels. In the original structure $\mathbf p_A-\mathbf p_B=(u,-u,\tfrac13)$. In the barycentric one,

$$
\mathbf p_A-\mathbf p_B=\frac{\mathbf t_A-\mathbf t_B}{6}
=\frac{(3,-3,2)}{6}=\left(\tfrac12,-\tfrac12,\tfrac13\right).
$$

Hence $u=\tfrac12$.

It remains to put the net back on the original screw axis. For every $u$ the given sites have the sum

$$
\mathbf g=(u+0-u,\;0+u-u,\;\tfrac23+\tfrac13+0)=(0,0,1).
$$

Keeping this sum, that is, keeping the centroid at $(0,0,\tfrac13)$, gives

$$
\begin{aligned}
\mathbf p_A&=(0,0,\tfrac13)+(\tfrac12,0,\tfrac13)=(\tfrac12,0,\tfrac23),\\
\mathbf p_B&=(0,0,\tfrac13)+(0,\tfrac12,0)=(0,\tfrac12,\tfrac13),\\
\mathbf p_C&=(0,0,\tfrac13)+(-\tfrac12,-\tfrac12,-\tfrac13)=(-\tfrac12,-\tfrac12,0).
\end{aligned}
$$

These are the original sites with $u=\tfrac12$. The heights along $\mathbf c$ have not changed.

The imbalance in alpha-quartz can also be seen directly. Subtracting $A=(u,0,\tfrac23)$ from its four neighbours gives the link vectors

$$
(1-u,u,-\tfrac13),\quad(-u,u-1,-\tfrac13),\quad
(1-2u,-u,\tfrac13),\quad(1-2u,1-u,\tfrac13).
$$

Their sum is $(3-6u,0,0)$. At $u=0.47$ it is $(0.18,0,0)$, so the mean of the neighbours lies $0.18/4=0.045$ further along $\mathbf a$ than the atom itself. The sum vanishes at $u=\tfrac12$.

The crystal of opposite hand is obtained by $z\to-z$. This reverses the third components of all $\mathbf t_i$ and of $\mathbf g$ and leaves the first two components alone. Its barycentric value is therefore also $u=\tfrac12$.

### 2. The symmetry gained

Consider the twofold rotation about the $c$ axis through the origin, $(x,y,z)\to(-x,-y,z)$. It sends $A$ to $(-u,0,\tfrac23)$. At this height, modulo 1, the crystal has only copies of $A$, so the image is an atomic site if it differs from $A$ by a lattice vector. The difference is $(-2u,0,0)$, and the condition is that $2u$ be an integer. The differences for $B$ and $C$ are $(0,-2u,0)$ and $(2u,2u,0)$, which give the same condition. It fails at $u=0.47$ and holds at $u=\tfrac12$.

The sixfold screw operation $6_2$ is $(x,y,z)\to(x-y,x,z+\tfrac13)$. It acts on the sites as

$$
\begin{aligned}
A&\to(u,u,1)=C+(2u,2u,1),\\
B&\to(-u,0,\tfrac23)=A-(2u,0,0),\\
C&\to(0,-u,\tfrac13)=B-(0,2u,0).
\end{aligned}
$$

Again the images are atomic sites if $2u$ is an integer. The horizontal twofold rotation $(x,y,z)\to(y,x,-z)$ is present for any $u$: it exchanges $A$ and $B$, apart from a lattice vector, and leaves $C$ in place. Together with the $6_2$ screw and the lattice translations it generates $P6_222$, the space group of beta-quartz of this hand.

The barycentric placement is therefore the silicon arrangement of beta-quartz. There the value $u=\tfrac12$ is imposed by symmetry. Here it came from the list of links, with no sixfold symmetry assumed for the positions.

This is a statement about geometry. The equations contain no energy and no temperature, and they do not say that a crystal of alpha-quartz will transform. The oxygen atoms enter only by deciding which silicons are linked.

### 3. What is minimized

In a fixed cell, let $S$ be the sum of the squared lengths of the six links per cell, each counted once. Let $\mathbf d_{ij}$ be the vector of a link from $i$ to $j$ in the barycentric placement, and displace the atoms from that placement by $\mathbf w_A,\mathbf w_B,\mathbf w_C$, the same in every cell. With the true scalar product of the hexagonal axes,

$$
S=\sum_{\rm links}|\mathbf d_{ij}+\mathbf w_j-\mathbf w_i|^2
=S_0+2\sum_{\rm links}\mathbf d_{ij}\cdot(\mathbf w_j-\mathbf w_i)
+\sum_{\rm links}|\mathbf w_j-\mathbf w_i|^2 ,
$$

where $S_0$ is the barycentric value. In the middle sum, use $\mathbf d_{ij}\cdot\mathbf w_j=-\mathbf d_{ji}\cdot\mathbf w_j$ to express each term by the link vector that leaves the displaced atom. Each $\mathbf w_i$ is then multiplied by minus the sum of the four link vectors leaving $i$. That sum is zero by the barycentric condition, so

$$
S=S_0+\sum_{\rm links}|\mathbf w_j-\mathbf w_i|^2\;\ge\;S_0 .
$$

Equality requires $\mathbf w_A=\mathbf w_B=\mathbf w_C$, because links join all three kinds of atom. The barycentric placement is thus the minimum of $S$, unique up to translation. It is the equilibrium of a net of identical springs of zero natural length in a cell that is held fixed. Real bonds have a preferred length, so $S$ is not the energy of quartz.

For the link length, the angle of $120^\circ$ gives $\mathbf a\cdot\mathbf b=-a^2/2$. A fractional vector $(x,y,z)$ then has squared length $a^2(x^2+y^2-xy)+c^2z^2$. The squared lengths of the horizontal parts of the four links from $A$ are, in units of $a^2$,

$$
\begin{aligned}
(1-u)^2+u^2-(1-u)u&=1-3u+3u^2,\\
u^2+(u-1)^2+u(u-1)&=1-3u+3u^2,\\
(1-2u)^2+u^2+(1-2u)u&=1-3u+3u^2,\\
(1-2u)^2+(1-u)^2-(1-2u)(1-u)&=1-3u+3u^2.
\end{aligned}
$$

The threefold screw carries $A$ to $B$ and $B$ to $C$, up to lattice vectors, and preserves lengths, so all links are equal. Completing the square gives

$$
L^2=a^2\left[\tfrac14+3\left(u-\tfrac12\right)^2\right]+\frac{c^2}{9}.
$$

At fixed $a$ and $c$ the links are shortest at $u=\tfrac12$. The formula is even in $u-\tfrac12$: the values $u$ and $1-u$ give the same link length, and the barycentric value lies midway between them.

The lengths depend on the cell, but the barycentric coordinates do not, since neither $a$ nor $c$ appears in the equations of part 1. The result does depend on the links and on their equal weights. A different set of links, or unequal weights, would define a different problem.

### 4. Repeated averaging

Let $\mathbf w_i$ now be the deviations from the barycentric placement that has the same centroid as the starting one, so that $\mathbf w_A+\mathbf w_B+\mathbf w_C=0$. The constant translations cancel from the deviations, and one simultaneous averaging gives

$$
\mathbf w_A'=\frac{2\mathbf w_B+2\mathbf w_C}{4}
=\frac{\mathbf w_B+\mathbf w_C}{2}=-\frac{\mathbf w_A}{2},
$$

and likewise for $B$ and $C$. The new deviations again add to zero, so the centroid stays where it was. Every deviation changes sign and halves in each round, and the procedure converges from any starting placement that is the same in every cell. This condition matters: a placement that repeats only after two cells along $\mathbf c$ can contain a deviation that changes sign in each round without shrinking. For the quartz sites this reads

$$
u'-\tfrac12=-\tfrac12\left(u-\tfrac12\right).
$$

Starting at $0.47$, the successive values are $0.515$, $0.4925$, $0.50375$, and so on, alternately above and below $\tfrac12$. The sign change arises because the three deviations add to zero: the mean of an atom's neighbours is displaced from the atom's barycentric position in the direction opposite to the atom itself, and by half as much. These rounds are a way of solving the equations, not a motion of the crystal in time.

### 5. Numbers for quartz

With the rough alpha-quartz values, the links are $0.3055$ nm long and the nearest silicon that is not linked is $0.4365$ nm away. The four neighbours are therefore clearly separated from the rest.

Atom $A$ moves by $0.03$ along $\mathbf a$, and $B$ by $0.03$ along $\mathbf b$. Atom $C$ moves by $(-0.03,-0.03,0)$, whose length is $0.03\,a\sqrt{1+1-1}=0.03\,a$. Each silicon is thus displaced by

$$
0.03\times0.491\ \text{nm}=0.0147\ \text{nm}.
$$

The link lengths before and after the move, in the same alpha cell, are

$$
\begin{aligned}
L(0.47)&=\sqrt{0.491^2\,(0.25+0.0027)+0.540^2/9}\ \text{nm}=0.3055\ \text{nm},\\
L(\tfrac12)&=\sqrt{0.491^2\times0.25+0.540^2/9}\ \text{nm}=0.3044\ \text{nm}.
\end{aligned}
$$

The links shorten by $0.0011$ nm, much less than the atoms move, because $L^2$ depends on the square of $u-\tfrac12$.

Now hold $u=\tfrac12$ and change to the rough beta-quartz cell:

$$
L=\sqrt{0.500^2\times0.25+0.546^2/9}\ \text{nm}=0.3092\ \text{nm}.
$$

This step lengthens the links by $0.0048$ nm, more than four times the previous change and in the opposite direction.

For the angles, the two Si–O bonds of a bridge and the link form an isosceles triangle with equal sides $d$ and base $L$. Halving it gives $L=2d\sin(\theta/2)$, where $\theta$ is the Si–O–Si angle. With $d=0.161$ nm held fixed throughout:

- alpha cell, $u=0.47$: $\theta\approx143^\circ$;
- alpha cell, $u=\tfrac12$: $\theta\approx142^\circ$;
- beta cell, $u=\tfrac12$: $\theta\approx148^\circ$.

At fixed $d$ the angle grows with $L$, so the signs of these changes do not depend on the value chosen for $d$, although the angles themselves do.

The comparison shows how far the net describes the real pair of structures. The value $u=\tfrac12$ is that of the average structure of beta-quartz, the form that quartz takes at ambient pressure above roughly 850 K. The fixed cell is one assumption that fails. On its own the barycentric move closes the bridges by about $1^\circ$, whereas with the change of cell included they open by about $4^\circ$ to $5^\circ$ relative to alpha-quartz. The meaning of the Si–O length is another limit. In the average structure of beta-quartz the distance between the mean Si and O positions is shorter, about $0.159$ nm. With this value the beta angle becomes about $153^\circ$, an opening of about $10^\circ$, roughly twice what the rigid length gives; a change of $0.0005$ nm in this distance shifts the angle by about $1.5^\circ$. The shorter distance is mainly an effect of averaging. In beta-quartz the oxygens move widely about their mean sites, so the distance between mean positions is shorter than the actual bond, which stays near $0.161$ nm. The angle of $153^\circ$ thus belongs to the average structure and not to an individual bridge, and a static model with one position per atom cannot show this difference. The angles also rest on rough cell data, and the model does not test whether the four oxygens around each silicon keep a good tetrahedral shape. The barycentric equations thus give the silicon coordinate of beta-quartz, but not its cell or its bond angles. More digits are given in the numerical output.

## Calculated quantities

```
alpha cell (rough): a = 0.491 nm, c = 0.540 nm
alpha silicon coordinate (rough): u = 0.47
beta cell (rough): a = 0.500 nm, c = 0.546 nm
Si-O length (rough): d = 0.161 nm
links found by distance search (atom -> atom + translation):
  A -> B + (0, -1, 0)
  A -> B + (1, 0, 0)
  A -> C + (1, 0, 1)
  A -> C + (1, 1, 1)
  B -> A + (-1, 0, 0)
  B -> A + (0, 1, 0)
  B -> C + (0, 1, 0)
  B -> C + (1, 1, 0)
  C -> A + (-1, -1, -1)
  C -> A + (-1, 0, -1)
  C -> B + (-1, -1, 0)
  C -> B + (0, -1, 0)
shortest non-link Si-Si distance, alpha: 0.4365 nm
sum of differences at A, u = 0.47: [0.18 0.   0.  ]
matrix of the equations: [[4, -2, -2], [-2, 4, -2], [-2, -2, 4]]
rank of the matrix: 2
translation sum t_A: [3, 0, 2]
translation sum t_B: [0, 3, 0]
translation sum t_C: [-3, -3, -2]
barycentric site A: [1/2, 0, 2/3]
barycentric site B: [0, 1/2, 1/3]
barycentric site C: [-1/2, -1/2, 0]
barycentric silicon coordinate u = 1/2
largest deviation of direct minimization: 4.9e-09
u in successive averaging rounds: 0.47000, 0.51500, 0.49250, 0.50375, 0.49812, 0.50094
u = 0.47: twofold along c False, 6_2 screw False
u = 1/2: twofold along c True, 6_2 screw True
displacement of each Si: 0.01473 nm
Si-Si link, alpha cell, u = 0.47: 0.30549 nm
Si-Si link, alpha cell, u = 1/2: 0.30442 nm
Si-Si link, beta cell, u = 1/2: 0.30923 nm
link change from u alone: -0.00107 nm
link change from cell alone: +0.00481 nm
Si-O-Si angle, alpha cell, u = 0.47: 143.1 deg
Si-O-Si angle, alpha cell, u = 1/2: 142.0 deg
Si-O-Si angle, beta cell, u = 1/2: 147.6 deg
```
